\section*{Why zero-field valence-band dispersions do not determine the Luttinger parameter kappa}

\section{What symmetry allows}

The valence-band edge of silicon or germanium is a fourfold level with $J=3/2$. To second order in the wavevector $\mathbf k$, its effective Hamiltonian is a $4\times4$ matrix multiplying products $k_\alpha k_\beta$. Nine such products exist. Six combinations are symmetric in $\alpha,\beta$; the other three form the axial vector $\mathbf k\times\mathbf k$. For ordinary numbers this vector vanishes. In a magnetic field it is proportional to $\mathbf B$.

The two groups need different matrices. The sixteen Hermitian $4\times4$ matrices are polynomials in $J_x,J_y,J_z$: one of degree zero, three of degree one, five independent traceless ones of degree two and seven of degree three. Time reversal changes the sign of $\mathbf J$, $\mathbf k$ and $\mathbf B$. Symmetric products of $\mathbf k$ are even, so they go with the unit matrix and the five quadratic matrices. Cubic rotations divide both the six products and these six matrices into sets of one, two and three members. Pairing like sets gives three constants, $\gamma_1,\gamma_2,\gamma_3$.

The field is odd and needs odd matrices. The matrix multiplying $B_z$ must be unchanged by a quarter turn about $z$. The values $m=\pm3/2,\pm1/2$ acquire four different phases in that turn, so the matrix is diagonal. A half turn about $x$ reverses both $B_z$ and $m$, so the entries are odd in $m$. Two constants remain, multiplying $J_z$ and $J_z^3$; they are called $\kappa$ and $q$. With $\{ab\}=(ab+ba)/2$, the hole Hamiltonian is
\begin{align}
H_h={}&\tfrac12\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_i k_i^2J_i^2
-4\gamma_3\sum_{i<j}\{k_ik_j\}\{J_iJ_j\}\Big]\nonumber\\
&+\kappa\,\mathbf B\cdot\mathbf J+q\sum_iB_iJ_i^3 .
\label{eq:H}
\end{align}

Hartree atomic units are used in the formulas, with electron charge $-1$. Hole energy is minus electron energy, and $\mathbf J$ acts on the valence electron states. In these units $B$ also equals the free cyclotron energy $\hbar eB/m$. The crystal is cubic with inversion symmetry, so terms linear in $\mathbf k$ are absent.

\section{What the zero-field bands contain}

At $B=0$ equation~\eqref{eq:H} can be diagonalized in closed form. Define
\begin{align}
\Gamma_1&=J_z^2-\tfrac54, & \Gamma_2&=(J_x^2-J_y^2)/\sqrt3,\nonumber\\
\Gamma_{ij}&=(2/\sqrt3)\{J_iJ_j\}.
\end{align}
$\Gamma_1$ is $+1$ on $m=\pm3/2$ and $-1$ on $m=\pm1/2$. The other four connect these two pairs through a $2\times2$ block $W$. With rows $(3/2,-3/2)$ and columns $(1/2,-1/2)$, the blocks of $\Gamma_2,\Gamma_{xy},\Gamma_{zx},\Gamma_{yz}$ are $\sigma_x,\sigma_y,\sigma_z,-i$. Hence all five matrices square to one and anticommute pairwise.

Since $J_x^2+J_y^2=\tfrac{15}4-J_z^2$, we have $J_{x,y}^2-\tfrac54=-\tfrac12\Gamma_1\pm\tfrac{\sqrt3}2\Gamma_2$. The Hamiltonian becomes $\tfrac12\gamma_1k^2+Q$, with
\begin{align}
Q={}&-\gamma_2\Big[\big(k_z^2-\tfrac12(k_x^2+k_y^2)\big)\Gamma_1
+\tfrac{\sqrt3}{2}(k_x^2-k_y^2)\Gamma_2\Big]\nonumber\\
&-\sqrt3\,\gamma_3\sum_{i<j}k_ik_j\Gamma_{ij}.
\end{align}
Anticommutation removes the cross terms from $Q^2$. The squares of the two $\gamma_2$ coefficients add to $\gamma_2^2(k^4-3s)$, where $s=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. Therefore
\begin{equation}
E=\tfrac12\gamma_1k^2\pm\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)s}.
\label{eq:disp}
\end{equation}
Each sign gives a doublet. No direction or precision of measurement brings $\kappa$ into this expression. The zero-field eigenvectors of the four-band matrix do not contain it either.

\section{Where the missing information goes}

\subsection{The commutator}

In a field, $\mathbf k=-i\nabla+\mathbf A$. Acting on any function $f$,
\begin{align}
[k_x,k_y]f={}&-i\,\partial_x(A_yf)-iA_x\partial_yf
+i\,\partial_y(A_xf)+iA_y\partial_xf\nonumber\\
={}&-i(\partial_xA_y-\partial_yA_x)f=-iB_zf .
\label{eq:comm}
\end{align}
The double derivatives and the products $A_xA_y$ cancel at once; the first derivatives of $f$ cancel after the product rule is applied. The result holds in any gauge.

\subsection{Elimination of remote bands keeps an order}

Let $i,j$ label the valence orbitals $X,Y,Z$, and let $n$ label remote states at energy $E_n$ above the edge. Before elimination the two groups are coupled by $\mathbf k\cdot\mathbf p$, which is linear in $\mathbf k$ and has no ordering ambiguity. Near the edge, the envelope energy and the remote kinetic energy are small compared with $E_n$, so the remote amplitudes are
\begin{equation}
c_n\simeq-\frac1{E_n}\sum_{\beta j}k_\beta\langle n|p_\beta|j\rangle c_j .
\end{equation}
Substitution into the valence equation gives the electron Hamiltonian
\begin{equation}
H_{ij}=\tfrac12k^2\delta_{ij}-\sum_{\alpha\beta n}
\frac{\langle i|p_\alpha|n\rangle\langle n|p_\beta|j\rangle}{E_n}\,k_\alpha k_\beta .
\label{eq:elim}
\end{equation}
The left factor $k_\alpha$ belongs to the left matrix element. For the pair $X,Y$, half turns about the cubic axes leave two products:
\begin{align}
H_{XY}&=\tfrac12\left(N_+k_xk_y+N_-k_yk_x\right)\nonumber\\
&=\tfrac12(N_++N_-)\{k_xk_y\}+\tfrac14(N_+-N_-)[k_x,k_y].
\label{eq:split}
\end{align}
The second line uses $k_xk_y=\{k_xk_y\}+\tfrac12[k_x,k_y]$, and the opposite sign for $k_yk_x$. Zero-field bands contain the sum $N=N_++N_-$. The difference multiplies a commutator that is then zero.

\subsection{Four strengths, three dispersion constants}

A vector $\mathbf p$ acting on three orbitals produces nine states, which cubic symmetry sorts into a singlet, a doublet and two triplets. With real phases, their matrix elements $\langle i|p_\alpha|n\rangle$ are as follows.
\begin{itemize}
\item Singlet: $a\,\delta_{\alpha i}$. It contributes $F=-2a^2/E_n$ to the coefficient of $k_x^2$ in $2H_{XX}$, and $F$ to $N_+$.
\item Doublet: $c\,\delta_{\alpha i}\mathbf u_i$, with three unit vectors at $120^\circ$. It contributes $2G=-2c^2/E_n$ to the $k_x^2$ coefficient. Because $\mathbf u_x\cdot\mathbf u_y=-\tfrac12$, it adds $-G$ to $N_+$.
\item Symmetric triplet: $h|\epsilon_{i\alpha n}|$. It contributes $H_1=-2h^2/E_n$ to the coefficient of $k_y^2$ in $2H_{XX}$, and $H_1$ to $N_-$.
\item Antisymmetric triplet: $h'\epsilon_{i\alpha n}$. It contributes $H_2=-2h'^2/E_n$ to the $k_y^2$ coefficient. The product $\epsilon_{xyz}\epsilon_{yxz}=-1$ makes its part of $N_-$ equal to $-H_2$.
\end{itemize}
Let $L$ and $M$ be the full coefficients of $k_x^2$ and $k_y^2$ in $2H_{XX}$, including the free-electron term. Then
\begin{align}
L&=1+F+2G, & M&=1+H_1+H_2,\nonumber\\
N_+&=F-G, & N_-&=H_1-H_2 .
\label{eq:strengths}
\end{align}

To connect these with the $\gamma$'s, let $\boldsymbol\ell$ be the orbital angular momentum, $(\ell_i)_{jk}=-i\epsilon_{ijk}$. Then $\ell_i^2=1-|i\rangle\langle i|$ and $2\{\ell_i\ell_j\}=-(|i\rangle\langle j|+|j\rangle\langle i|)$ for $i\ne j$. The symmetric part of the electron Hamiltonian is
\begin{equation}
\tfrac12\Big[Lk^2-(L-M)\sum_ik_i^2\ell_i^2-2N\sum_{i<j}\{k_ik_j\}\{\ell_i\ell_j\}\Big].
\end{equation}
Within $J=3/2$, rotational symmetry makes $\ell_i^2-\tfrac23$ proportional to $J_i^2-\tfrac54$. The state $m=3/2$ has $\ell_z=1$, so the factor is $(1/3)/1=1/3$. Thus $\ell_i^2\to\tfrac13J_i^2+\tfrac14$ and $\{\ell_i\ell_j\}\to\tfrac13\{J_iJ_j\}$. Reversing the sign for holes and comparing with equation~\eqref{eq:H} gives
\begin{equation}
\gamma_1=-\frac{L+2M}3,\quad \gamma_2=-\frac{L-M}6,\quad \gamma_3=-\frac N6 .
\label{eq:gammas}
\end{equation}
These are three conditions on four strengths. They are unchanged by the shifts
\begin{equation}
\delta F=2t,\quad \delta G=-t,\quad \delta H_1=-\tfrac32t,\quad \delta H_2=\tfrac32t ,
\label{eq:shift}
\end{equation}
while $N_+-N_-$ changes by $6t$.

\subsection{The value of $\kappa$}

Equation~\eqref{eq:comm} turns the last term of equation~\eqref{eq:split} into $-\tfrac i4(N_+-N_-)B_z$. Since $(\ell_z)_{XY}=-i$, this is $\tfrac14(N_+-N_-)B_z\ell_z$. A free spin with $g=2$ adds $B_zS_z$. In the state $m=3/2$, $\ell_z=1$ and $S_z=1/2$, so the projections are $\boldsymbol\ell\to\tfrac23\mathbf J$ and $\mathbf S\to\tfrac13\mathbf J$. The hole sign then gives
\begin{equation}
\kappa=-\frac13-\frac{N_+-N_-}{6}.
\label{eq:kappa}
\end{equation}
The first term is the spin moment. The second is the orbital moment carried by the band-edge Bloch states. Both contributions are linear in $\mathbf J$, so $q=0$ here; a nonzero $q$ requires spin-orbit coupling that involves the remote states, which is neglected. Such coupling would also shift $\kappa$.

If the product in equation~\eqref{eq:elim} is symmetrized by hand, the zero-field bands are unchanged but $\kappa$ becomes $-1/3$ for every crystal.

\section{How large the effect is}

\subsection{Two crystals with the same zero-field bands near the edge}

Take rough silicon values $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, and a split-off energy of 44 meV. Crystal A has $\kappa=-0.42$, which is silicon-like. Crystal B is a fictitious twin with the same $\gamma$'s and $\kappa=+0.40$. The remote energies are model choices, equal in both: 4.0, 9.0, 3.4 and 12.0 eV for the classes $F,G,H_1,H_2$.

For A the strengths are $F=-4.947$, $G=-0.857$, $H_1=-4.615$, $H_2=-0.005$. Equation~\eqref{eq:strengths} gives $N_+=-4.09$ and $N_-=-4.61$, hence
\begin{equation}
\kappa_A=-0.333-\frac{-4.09+4.61}{6}=-0.333-0.087=-0.42 .
\end{equation}
For B they are $-6.587$, $-0.037$, $-3.385$ and $-1.235$, so $N_+=-6.55$, $N_-=-2.15$ and
\begin{equation}
\kappa_B=-0.333+\frac{4.40}{6}=0.40 .
\end{equation}
Both have $N=-8.70$.

At 2 T the magnetic length is 18.1 nm and $\hbar eB/m=0.2315$ meV. Consider first zero field, at $k$ equal to the inverse magnetic length, 0.0551 nm$^{-1}$, along $[110]$. Here $k^2$ corresponds to 0.2315 meV and $s=k^4/4$, so equation~\eqref{eq:disp} gives
\begin{align}
E&=0.2315\left[2.15\pm\sqrt{0.1156+\tfrac34(1.9869)}\right]\ \text{meV}\nonumber\\
&=0.204\ \text{and}\ 0.791\ \text{meV}.
\end{align}
Diagonalizing the full models, with 24 band states including spin and interband coupling linear in $\mathbf k$, gives 0.203 and 0.788 meV for both crystals. Along this direction they differ from each other by about $8\times10^{-6}$ meV; along $[100]$ at the same $k$ the difference is $1.6\times10^{-5}$ meV.

Now apply 2 T along $[001]$ and hold $k_z=0$. The lowest four hole levels of the full models are
\begin{align}
\text{A:}&\quad 0.246,\ 0.298,\ 0.444,\ 0.599\ \text{meV},\nonumber\\
\text{B:}&\quad 0.332,\ 0.360,\ 0.373,\ 0.499\ \text{meV}.
\end{align}
These values belong to $k_z=0$ and are not always the minima of their subbands: in A the lowest level falls below 0.23 meV when $k_z$ is about half the inverse magnetic length. Compared in order of energy at $k_z=0$, the levels differ by up to 0.099 meV, several thousand times these zero-field differences. The change is not a uniform shift: the first two levels are higher in B, the next two lower. The term $\kappa BJ_z$ has both signs and acts on states already mixed by $\gamma_2$ and $\gamma_3$. Its size at $m=3/2$ is $1.5\times(-0.42)\times0.2315=-0.146$ meV in A and $+0.139$ meV in B.

Two tests support the assignment. When $k$ is halved from 0.004 to 0.002 inverse bohr, the largest zero-field difference between the twins falls by 15.99, the factor 16 expected of a $k^4$ remainder. When the field is halved from 0.1 to 0.05 T, the error of the four-band levels, each computed with its crystal's own $\kappa$, falls by 4.00 in both crystals, as a $B^2$ remainder should. At 0.05 T, exchanging the two values of $\kappa$ makes the largest error 310 times larger for A and 279 times larger for B.

\subsection{A level that shows $\kappa$ directly}

In the spherical limit $\gamma_2=\gamma_3=\gamma$, one level can be found by hand. Equation~\eqref{eq:comm} is satisfied by $k_-=k_x-ik_y=\sqrt{2B}\,a$ and $k_+=k_x+ik_y=\sqrt{2B}\,a^\dagger$, where $[a,a^\dagger]=1$, and then $k_x^2+k_y^2=2B(n+\tfrac12)$. At $k_z=0$ the terms that change $m$ are proportional to $k_-^2J_+^2+k_+^2J_-^2$. The diagonal part is $\tfrac12k^2[\gamma_1+\gamma(m^2-\tfrac54)]+\kappa Bm$. For $n=0$, $m=-3/2$, both off-diagonal terms vanish: $a^2$ annihilates $n=0$, and $J_-^2$ annihilates $m=-3/2$. Hence
\begin{equation}
E=B\left[\frac{\gamma_1+\gamma}{2}-\frac{3\kappa}{2}\right].
\end{equation}
Once the $\gamma$'s are known, this energy yields $\kappa$. In silicon $\gamma_2$ and $\gamma_3$ differ by a factor of four, so the formula illustrates the principle and the full matrix must be used for numbers.

\subsection{Comparison with real silicon}

The $\gamma$'s, the split-off energy and $\kappa_A$ are rough typical silicon values; $\kappa_B$ is far from silicon. At 2 T, the four-band levels differ from the full-model levels listed above by up to 0.013 meV, almost entirely because the four-band model omits the split-off band. A rough $q=0.01$ contributes 0.008 meV at $m=3/2$. The harder limits are experimental. At 0.5 K the holes in silicon are bound to acceptors, so free holes must be created, for example by light. Thermal energy at this temperature is 0.043 meV, and a residual strain $\epsilon_{zz}-\epsilon_{xx}=10^{-5}$ along a cube axis, with $\epsilon_{xx}=\epsilon_{yy}$ and a 2 eV shear deformation potential, splits the edge by twice their product, 0.040 meV (a purely hydrostatic strain does not split it). Collision broadening, $\hbar/\tau$ with the scattering time $\tau$ taken from the mobility $e\tau/m^*$, is 0.054 meV for mass $m^*=$ $0.216\,m$ and mobility $10^5$ cm$^2$/Vs, a value that requires very pure, cold material. This mass is $1/(\gamma_1+\gamma_2)$, which ignores band mixing. The semiclassical cyclotron masses of the heavy and light bands for this field direction at $k_z=0$ are about $0.42\,m$ and $0.17\,m$; at the same mobility they give 0.028 and 0.069 meV. For mass $0.216\,m$, a mobility of $10^3$ cm$^2$/Vs gives 5.4 meV and hides these levels completely. A larger field helps, because the $\kappa$ term grows as $B$, but the leading four-band error grows as $B^2$.

\section{What to do about it}

\paragraph{Supply one further piece of information.} If $H_2=0$, equation~\eqref{eq:strengths} gives $N_-=M-1$ and $N_+=N-M+1$. With $M=2\gamma_2-\gamma_1$,
\begin{equation}
\kappa=\gamma_3+\tfrac23\gamma_2-\tfrac13\gamma_1-\tfrac23=-0.423 .
\label{eq:estimate}
\end{equation}
This is a useful estimate, but the added input is a statement about remote states. From equation~\eqref{eq:shift}, a nonzero $H_2$ at fixed $\gamma$'s changes it by $-\tfrac23H_2$. For crystal B the correction is $+0.823$, which restores $\kappa=0.40$.

\paragraph{Use bounds as bounds.} If all contributing remote states lie above the valence edge, the four strengths are negative or zero. For these $\gamma$'s, lowering $\kappa$ first brings $H_2$ to zero, at the value in equation~\eqref{eq:estimate}. Raising it first brings $G$ to zero. There $N_+=L-1$, and with $L=-\gamma_1-4\gamma_2$ one finds $\kappa=(\gamma_1+4\gamma_2)/3-\gamma_3=0.437$. Even the sign of $\kappa$ is left open.

\paragraph{Compute or fit the antisymmetric part.} In a band-structure calculation, evaluate the ordered sum in equation~\eqref{eq:elim} from momentum matrix elements and keep $N_+$ and $N_-$ separate. This holds for a local potential. With a nonlocal pseudopotential, the zero-field constants require the velocity operator $i[H,\mathbf r]$ in place of $\mathbf p$, and also the symmetric term quadratic in $\mathbf k$ that the potential itself adds. These two changes do not by themselves give $\kappa$. The field also acts inside the nonlocal potential, and this contribution to the magnetic moment must be included by a method made for magnetic response, such as gauge-including projector augmented waves. In an experiment, fit levels measured in a field, with the $\gamma$'s constrained by other data.

\paragraph{Treat acceptors consistently.} In the four-band model an acceptor adds a scalar potential to equation~\eqref{eq:H}. At zero field the components of $\mathbf k$ still commute, so the binding energies do not contain $\kappa$. The Zeeman splitting does, together with orbital terms from the $\gamma$'s and the bound envelope. Extracting $\kappa$ from it therefore requires a calculated envelope.

\paragraph{Check that the material is uniform.} If composition varies in space, $D=N_+-N_-$ depends on position and stands between the two wavevectors. At zero field the antisymmetric term in $H_{XY}$ is then
\begin{equation}
\tfrac14(k_xDk_y-k_yDk_x)=\tfrac i4\left[(\partial_yD)k_x-(\partial_xD)k_y\right].
\end{equation}
It survives at interfaces, where zero-field subbands can depend on the change in $\kappa$. In the uniform crystal, the separation between dispersion and magnetic constants holds to second order in $\mathbf k$. Terms of order $k^4$ can differ between crystals with the same $\gamma$'s, as they do for A and B. The numerical output gives the remaining digits of the example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gamma1 gamma2 gamma3 (rough Si): 4.3 0.34 1.45
split-off energy: 44.0 meV
remote energies F G H1 H2: 4.0 9.0 3.4 12.0 eV
crystal A: kappa = -0.42
  F G H1 H2 (hbar^2/2m): -4.9467 -0.8567 -4.6150 -0.0050
  N_plus N_minus sum (hbar^2/2m): -4.0900 -4.6100 -8.7000
  orbital part of kappa: -0.0867
crystal B: kappa = 0.40
  F G H1 H2 (hbar^2/2m): -6.5867 -0.0367 -3.3850 -1.2350
  N_plus N_minus sum (hbar^2/2m): -6.5500 -2.1500 -8.7000
  orbital part of kappa: 0.7333
spin part of kappa: -0.3333
kappa interval, remote above: -0.4233 to 0.4367
field: 2.0 T; magnetic length: 18.14 nm
free cyclotron energy hbar e B/m: 0.2315 meV
k = 1/length along [110]: 0.0551 1/nm
zero-field hole energies there, heavy and light:
  four-band formula: 0.20440 0.79120 meV
  full crystal A: 0.20319 0.78824 meV
  full crystal B: 0.20320 0.78825 meV
  largest A-B difference: 8.09e-06 meV
lowest 4 Landau levels at kz=0 (hole energy):
  A four-band: 0.2573 0.2999 0.4468 0.6042 meV
  A full     : 0.2459 0.2985 0.4439 0.5987 meV
  B four-band: 0.3371 0.3630 0.3749 0.5122 meV
  B full     : 0.3324 0.3598 0.3728 0.4994 meV
  largest A-B difference, full: 0.0993 meV
kappa B Jz at Jz=3/2, A: -0.1459 meV
kappa B Jz at Jz=3/2, B: 0.1389 meV
error ratio, k halved, formula: 16.14
A-B ratio, k halved: 15.99
error ratio, B halved, A and B: 4.00 4.00
wrong/right kappa error at 0.05 T, A and B: 310.2 279.3
neglected: split-off and remote bands: 0.0129 meV
neglected: q=0.01 at Jz=3/2: 0.0078 meV
thermal energy at 0.5 K: 0.0431 meV
broadening, mobility 1e+05 cm2/Vs, mass 0.216 m: 0.0537 meV
strain 1e-05, potential 2.0 eV, splitting: 0.0400 meV
\end{verbatim}
